# Single-nucleus and multiple-nucleus layer growth of nanowires, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The single-nucleus regime and its limit

### Form fixed by dimensions

A wire grows along its axis by adding layers of height $h$ to a flat circular facet of radius $R$. Nuclei appear at an areal rate $J$, in nuclei per area and time, and the steps around them advance at speed $v$. The mean axial rate is $G$, so $G/h$ is the number of layers completed per unit time. The lateral processes do not involve $h$, and $G/h$ can therefore depend only on $J$, $v$ and $R$. Their dimensions are

$$[J]=\text{length}^{-2}\,\text{time}^{-1},\qquad [v]=\text{length}\,\text{time}^{-1},\qquad [R]=\text{length}.$$

Three quantities built from two units leave one dimensionless group. We choose

$$N=\frac{\pi JR^3}{v}=\left(\frac{R}{R_c}\right)^3,\qquad R_c=\left(\frac{v}{\pi J}\right)^{1/3}.$$

Since $\pi R^2J$ is a rate, the general form is

$$G=h\,\pi R^2J\,g(N).$$

The two regimes follow from what each may depend on. If steps sweep the facet so fast that their speed does not matter, $g$ tends to a constant and $G\propto R^2$. If the facet is so large that its edge does not matter, $R$ must cancel. This needs $g\propto N^{-2/3}$, because

$$\pi R^2J\,N^{-2/3}=\pi R^2J\left(\frac{v}{\pi JR^3}\right)^{2/3}=\pi^{1/3}(Jv^2)^{1/3}.$$

Dimensions do not give the constants, and they do not show that the change occurs near $N=1$. Those points need a definite model.

The group $N$ also has a direct meaning. The facet receives nuclei at the total rate

$$\Gamma=\pi R^2J,$$

so the mean wait for one is $1/\Gamma$. A step needs a time of order $R/v$ to cross the facet. The ratio of the crossing time to the wait is $\Gamma R/v=\pi JR^3/v=N$.

### Growth model

Nuclei form independently, at constant $J$, on every exposed terrace. This includes the tops of unfinished islands. A nucleus has negligible size. Its island spreads as a disc at constant speed $v$, is cut off by the facet edge, and merges with islands of the same layer. Constant $J$ means that the catalyst droplet keeps the same supersaturation throughout. A real droplet can break this assumption, and Part 2 estimates the consequence.

An upper step cannot overrun a lower one in this model. Suppose that an island starts at position $\mathbf y$ and time $s$, and that a nucleus forms on it at $\mathbf x$ and time $t_0$. Then $|\mathbf x-\mathbf y|\le v(t_0-s)$. Any point $\mathbf z$ reached by the upper island at time $t$ satisfies $|\mathbf z-\mathbf x|\le v(t-t_0)$. By the triangle inequality,

$$|\mathbf z-\mathbf y|\le |\mathbf z-\mathbf x|+|\mathbf x-\mathbf y|\le v(t-s),$$

so the lower island has already reached $\mathbf z$.

The layer number of nucleus $j$ is therefore one more than the highest layer that has reached its position:

$$\ell_j=1+\max\{\ell_i:\ |\mathbf x_j-\mathbf x_i|\le v(t_j-t_i)\}.$$

If no earlier island has reached it, the maximum is taken as zero, the number of the starting facet. Repeated use of this rule shows that $\ell_j$ is the length of the longest chain of nuclei ending at $j$, in which each nucleus lies inside the disc already spread from its predecessor. We call that growing disc, drawn in space and time, the forward cone of the predecessor.

The facet has diameter $2R$, so every island covers it within $2R/v$. The mean height thus follows the top layer with a delay of at most $2R/v$, and both have the same long-time growth rate. Since nuclei arrive at rate $\Gamma$ and $G/h=\Gamma g$, the function $g$ is the mean number of layers completed per nucleus. Its inverse, $K=1/g$, is the mean number of nuclei used per layer.

### Mean distances on the facet

Suppose that the first nucleus of a layer lands at $\mathbf x_0$ on a complete facet. Point $\mathbf x$ stays uncovered by its island for a time $|\mathbf x-\mathbf x_0|/v$. The number of further nuclei that compete with this island is governed by the mean distance from $\mathbf x_0$ to the facet,

$$d(\mathbf x_0)=\frac{1}{\pi R^2}\int_{\rm disc}|\mathbf x-\mathbf x_0|\,d^2x.$$

At the centre,

$$d=\frac{1}{\pi R^2}\int_0^R r\,(2\pi r)\,dr=\frac{2R}{3}.$$

For a point on the rim, take polar coordinates about that point, with $\theta=0$ along the inward diameter. The disc extends to distance $2R\cos\theta$ for $-\pi/2<\theta<\pi/2$. One factor of $\rho$ comes from the distance and one from the area element, so

$$d=\frac{1}{\pi R^2}\int_{-\pi/2}^{\pi/2}d\theta\int_0^{2R\cos\theta}\rho^2d\rho
=\frac{8R}{3\pi}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta=\frac{32R}{9\pi},$$

where the last integral is $4/3$. The distance $|\mathbf x-\mathbf x_0|$ is a convex function of $\mathbf x_0$, and so is its average $d$. A convex function with circular symmetry cannot decrease outwards. The centre and rim values, $0.667R$ and $1.132R$, are therefore the extremes.

The average of $d(\mathbf x_0)$ over a uniformly placed nucleus is the mean distance between two random points of the disc. Write it as $\delta R$, with $\delta$ a number. The integral over all pairs is

$$M(R)=(\pi R^2)^2\,\delta R=\pi^2\delta R^5,\qquad \frac{dM}{dR}=5\pi^2\delta R^4.$$

The derivative can also be found by adding a thin ring of area $2\pi R\,dR$. New pairs have one point in the ring and the other in the disc, and either member may be the ring point, which gives a factor of two. Pairs with both points in the ring are of second order in $dR$. With the rim value of $d$,

$$\frac{dM}{dR}=2\,(2\pi R)(\pi R^2)\frac{32R}{9\pi}=\frac{128\pi}{9}R^4.$$

Equating the two expressions gives

$$\delta=\frac{128}{45\pi}=0.9054.$$

Direct integration over pairs gives $0.90541$, in agreement with the formula to the printed digits.

### Probability that one nucleus makes the layer

After the first nucleus, later nuclei that land outside its spreading island form a Poisson process. Their mean number is the rate $J$ integrated over the area and the time for which each point remains outside:

$$J\int_{\rm disc}\frac{|\mathbf x-\mathbf x_0|}{v}\,d^2x
=\frac{\pi R^2J}{v}\,d(\mathbf x_0)=N\,\frac{d(\mathbf x_0)}{R}.$$

Averaged over $\mathbf x_0$ this mean is $\delta N$. At $R=R_c$ it is $0.905$, so $R_c$ is the radius at which about one competing nucleus is expected. The count includes nuclei that land on a second island, outside the first. It therefore exceeds the number that join the same layer when $N$ is not small. The probability of no competitor has no such ambiguity, since a second island cannot exist without a first competitor.

For a Poisson number that probability is the exponential of minus the mean. The first nucleus on a complete facet is uniformly placed, so the probability of a single-nucleus layer is

$$P_1(N)=\frac{2}{R^2}\int_0^R r\,\exp\!\left[-N\frac{d(r)}{R}\right]dr.$$

For numerical work, $d(r)$ is conveniently found from the distance $\rho(\phi)$ to the rim along each direction from the nucleus:

$$d(r)=\frac{1}{3\pi R^2}\int_0^{2\pi}\rho(\phi)^3d\phi,\qquad
\rho(\phi)=-r\cos\phi+\sqrt{R^2-r^2\sin^2\phi}.$$

The first expression comes from $\int_0^\rho s^2ds=\rho^3/3$. The second is the positive solution of $r^2+2r\rho\cos\phi+\rho^2=R^2$, the condition that the end of the ray lies on the rim.

At $N=1$ the integral gives $P_1=0.408$, and direct sampling of nuclei gives $0.409$. The value $P_1=1/2$ occurs at $N=0.772$, or $R=0.917R_c$. Since $e^{-x}\ge1-x$, averaging also gives the design bound

$$P_1\ge1-\delta N.$$

At least 95 per cent of layers started on a complete facet are single-nucleus layers if $N\le0.055$, which means $R\le0.38R_c$. This rule holds for constant $J$, constant $v$ and uniform nucleation. At large $N$, new layers usually start before the previous one is complete, and $P_1$ then no longer describes the layers of a steadily growing wire. Near $N=1$ it is already only approximate for them.

### The $R^2$ law and its first correction

A long growth run can be divided into independent cycles. A cycle begins with a nucleus on a flat facet and ends when a nucleus is followed by an interval longer than $2R/v$ without another. By then every layer is complete. The mean number of arrivals in such an interval is $2\Gamma R/v=2N$, so each nucleus ends the cycle with probability $e^{-2N}$. If a cycle contains $m$ nuclei, then

$$\langle m\rangle=e^{2N}.$$

This is finite for every finite $N$, so the long-time rate exists. Let $w$ be the number of nuclei in the cycle that do not raise the top layer. The layers completed in the cycle number $m-w$, and the ratio of long-run averages is

$$g=\frac{\langle m-w\rangle}{\langle m\rangle}=1-\frac{\langle w\rangle}{\langle m\rangle}.$$

For small $N$, cycles with three or more nuclei have probability $(1-e^{-2N})^2=O(N^2)$, and their contribution to $\langle w\rangle$ is also $O(N^2)$. To first order we need the probability that a second nucleus arrives outside the first island. The wait for it is exponentially distributed with rate $\Gamma$, and its position is uniform. Given both positions, it is outside if the wait is shorter than $|\mathbf x-\mathbf x_0|/v$. The probability is

$$\left\langle1-e^{-\Gamma|\mathbf x-\mathbf x_0|/v}\right\rangle
=\frac{\Gamma}{v}\,\delta R+O(N^2)=\delta N+O(N^2).$$

The denominator $\langle m\rangle=1+O(N)$ changes this only at second order. Hence

$$G=h\pi R^2J\left[1-\frac{128}{45\pi}N+O(N^2)\right].$$

The negative sign has a simple origin: a nucleus that joins an existing layer helps to finish it but does not begin another. The leading rate is proportional to $R^2$ when wires of different radius are compared at the same $J$ and $h$. At this order the step speed has no effect, provided that it keeps $N$ small.

At $N=0.02513$ the first-order formula gives $g=0.9772$. Simulation gives $0.9779$ with a standard error of $0.0001$. The difference, $0.0006$, is of the size of $N^2$, as the neglected order allows.

### Bounds for every radius

Each nucleus can raise the top layer by at most one, so $g\le1$. For a lower bound, select a chain in a wasteful way. After choosing a nucleus at distance $r$ from the centre, wait until its island covers the facet. The farthest point is at distance $R+r$. Then choose the next nucleus, wherever it lands. Since the mean of $r$ over the disc is $2R/3$, the mean period of this chain is

$$\frac1\Gamma+\frac{R+2R/3}{v}=\frac1\Gamma+\frac{5R}{3v}.$$

The longest chain grows at least as fast as this selected one. Dividing the selected rate by $\Gamma$ and using $\Gamma R/v=N$ gives

$$\frac{1}{1+5N/3}\le g(N)\le1.$$

The lower expression is also the rate of a different model, in which nucleation is switched off until each layer is complete. For constant $J$ it is only a bound. It guarantees that the $R^2$ law overestimates $G$ by no more than 5 per cent of the true rate for $N\le0.03$, or $R\le0.31R_c$.

## Part 2. The plateau, the crossover and numerical use

### Symbols and results carried over

The facet radius is $R$, the layer height $h$, the areal nucleation rate $J$ and the step speed $v$. The facet receives $\Gamma=\pi R^2J$ nuclei per unit time. The mean axial rate is $G=h\Gamma g(N)$, where

$$N=\frac{\pi JR^3}{v}=\left(\frac{R}{R_c}\right)^3,\qquad R_c=\left(\frac{v}{\pi J}\right)^{1/3}.$$

Nuclei form on all exposed terraces and islands spread as discs. The height is the longest chain of nuclei in which each lies in the forward cone of its predecessor, the region of space and time already reached by the predecessor's island. For small $N$, $g=1-\delta N+O(N^2)$ with $\delta=128/(45\pi)=0.905$. The probability that a layer begun on a complete facet has one nucleus is $P_1(N)$.

### Why a large facet has a plateau

Consider first an unbounded plane. Let $A(t)$ be the mean length of the longest chain that starts from a given point and lasts for time $t$. After time $t$, the chain can be continued from its last position for a further time $s$, using new and independent nuclei. This is one permitted chain of duration $t+s$, so

$$A(t+s)\ge A(t)+A(s).$$

Fix a time $\tau$ and let $m$ be the whole number of intervals $\tau$ that fit into $t$. Repeated use of the inequality gives $A(t)\ge mA(\tau)$, and $m\tau/t\to1$ as $t$ grows. At long times $A(t)/t$ therefore cannot stay below $A(\tau)/\tau$ by any fixed amount, whatever $\tau$ was chosen. Hence $A(t)/t$ tends to its least upper bound, which is finite by the upper bound derived below. The limit is a rate made from $J$ and $v$ alone. The only combination with that dimension is $(Jv^2)^{1/3}$, so

$$\lim_{t\to\infty}\frac{A(t)}t=c\,(Jv^2)^{1/3}.$$

Reversing time turns chains leaving a point into chains arriving there and leaves the statistics of the nuclei unchanged. Thus $A(t)$ is also the mean number of layers grown at a point of an initially flat plane.

A disc uses only the nuclei inside its edge. Adding the nuclei outside cannot shorten the longest chain that arrives at a point. For every $R$, therefore,

$$G\le c\,h(Jv^2)^{1/3}.$$

To show that a large disc approaches this limit, start at the centre and join $m$ successive longest chains, each allowed a time $\tau$. Take $R\ge mv\tau$, so that the edge cannot be reached. Ties between equally long chains are settled by a rule without a preferred direction, such as the earliest last nucleus. The displacements are then independent with zero mean, and each is at most $v\tau$ long. Their mean-square sum is at most $m v^2\tau^2$, so the mean distance from the centre is at most $\sqrt m\,v\tau$. Wait until the last island has reached the centre, and repeat. The extra time is on average at most $\sqrt m\,\tau$. This construction gives

$$\frac Gh\ge\frac{mA(\tau)}{m\tau+\sqrt m\,\tau}=\frac{A(\tau)}{\tau}\,\frac{1}{1+1/\sqrt m}.$$

As $R$ grows, first $m$ and then $\tau$ can be made large. The right side approaches the plane value. Thus

$$G\to c\,h(Jv^2)^{1/3}\qquad(N\to\infty).$$

The rate no longer depends on radius because additional area brings additional nuclei to each layer, while the time in which neighbouring islands meet stays the same.

The axial rate follows $h\pi R^2J$ for small $N$ and approaches the plateau $c\,h(Jv^2)^{1/3}$ for large $N$, given that $c$ is finite. It remains to prove the upper bound that ensures this, to estimate $c$, and to treat the crossover, a numerical example and the effects of a real droplet.
